# Koopmans' Theorem and the Balance of Errors in Helium's Ionization Energy

When an electron is taken out of a helium atom, the electron left behind no longer feels the repulsion of its partner and contracts toward the nucleus. An orbital energy calculated for the neutral atom contains no information about this contraction. It also comes from a mean-field description, in which the two electrons do not avoid each other in detail. Yet the negative of the orbital energy lies within two percent of the ionization energy from a correlated calculation. To see why, we must first find out what an orbital energy is, and then what it leaves out.

We use Hartree atomic units. The nucleus is a fixed point charge \(Z\), and relativity is neglected. The electronic Hamiltonian is
\[
\hat H=\sum_i \hat h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad
\hat h=-\frac12\nabla^2-\frac Zr .
\]
"Exact" below refers to the ground state of this Hamiltonian.

In the Hartree-Fock method the state of \(N\) electrons is one determinant of orthonormal spin orbitals \(\varphi_i(x)\), where \(x\) stands for position and spin:
\[
\Phi=\frac1{\sqrt{N!}}\sum_P(-1)^P\varphi_{P1}(x_1)\cdots\varphi_{PN}(x_N).
\]
Its energy contains this sum twice, once on each side of \(\hat H\). Since \(\hat H\) treats all electrons alike, relabelling the coordinates turns every permutation on the left into the identity. The resulting factor \(N!\) cancels the normalization, which leaves
\[
E=\sum_P(-1)^P\langle\varphi_1(x_1)\cdots\varphi_N(x_N)|\hat H|
\varphi_{P1}(x_1)\cdots\varphi_{PN}(x_N)\rangle .
\]
A one-electron term acts on one coordinate. Orthogonality in the other coordinates then permits only the identity permutation. A repulsion term acts on two coordinates, so that the identity and the exchange of these two orbitals survive, the latter with a minus sign. Hence
\[
E(N)=\sum_i h_{ii}+\frac12\sum_{i,j}(J_{ij}-K_{ij}),\tag{1}
\]
with \(h_{ii}=\langle\varphi_i|\hat h|\varphi_i\rangle\) and
\[
J_{ij}=\iint\frac{|\varphi_i(x)|^2|\varphi_j(x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx',
\]
\[
K_{ij}=\iint\frac{\varphi_i^*(x)\varphi_j^*(x')\varphi_j(x)\varphi_i(x')}
{|\mathbf r-\mathbf r'|}\,dx\,dx'.
\]
The factor \(\frac12\) compensates for counting each pair twice. The terms with \(i=j\) may be included because \(J_{ii}=K_{ii}\): the repulsion of an electron with itself cancels.

The Coulomb and exchange operators of orbital \(j\) are defined by
\[
\hat J_j\varphi(x)=\int\frac{|\varphi_j(x')|^2}{|\mathbf r-\mathbf r'|}dx'\,\varphi(x),
\]
\[
\hat K_j\varphi(x)=\int\frac{\varphi_j^*(x')\varphi(x')}{|\mathbf r-\mathbf r'|}dx'\,\varphi_j(x).
\]
They give \(J_{ij}=\langle\varphi_i|\hat J_j|\varphi_i\rangle\) and \(K_{ij}=\langle\varphi_i|\hat K_j|\varphi_i\rangle\). The Fock operator is
\[
\hat F=\hat h+\sum_{j=1}^N(\hat J_j-\hat K_j).\tag{2}
\]

This operator appears when the energy is made stationary. Change one orbital, \(\varphi_i\to\varphi_i+\eta\chi\), where \(\chi\) is orthogonal to all occupied orbitals and \(\eta\) is small. The norm changes only in second order. The part of (1) that contains \(\varphi_i\) is the expectation value of \(\hat h+\sum_{j\ne i}(\hat J_j-\hat K_j)\), an operator that does not depend on \(\varphi_i\). Because \((\hat J_i-\hat K_i)\varphi_i=0\), the term \(j=i\) can be added without effect, and the first-order change is
\[
\delta E=2\,\mathrm{Re}\left[\eta^*\langle\chi|\hat F|\varphi_i\rangle\right].
\]
It must vanish for real and for imaginary \(\eta\), so \(\langle\chi|\hat F|\varphi_i\rangle=0\). Thus \(\hat F\varphi_i\) is a combination of occupied orbitals.

We are still free to mix the occupied orbitals among themselves by a unitary matrix. This multiplies \(\Phi\) by a phase. It also leaves \(\hat F\) unchanged, since the orbitals enter (2) only through the sum \(\sum_j\varphi_j(x)\varphi_j^*(x')\), which is invariant under such a mixing. We can therefore choose the mixture that diagonalizes the Hermitian operator \(\hat F\) in the occupied space:
\[
\hat F\varphi_i=\varepsilon_i\varphi_i .\tag{3}
\]
These are the canonical orbitals, and \(\varepsilon_i\) are the orbital energies.

Now remove the electron in \(\varphi_k\) and keep all other orbitals as they are. The energy of the remaining determinant is (1) without any term that contains \(k\). In the double sum, \(k\) occurs once as the first index and once as the second. The term with both indices equal to \(k\) would be counted twice, but it is zero. The difference is
\[
\begin{aligned}
E(N)-E_{\rm frozen}(N-1)
&=h_{kk}+\frac12\sum_j(J_{kj}-K_{kj})+\frac12\sum_i(J_{ik}-K_{ik})\\
&=h_{kk}+\sum_j(J_{kj}-K_{kj})\\
&=\langle\varphi_k|\hat F|\varphi_k\rangle .
\end{aligned}\tag{4}
\]
The second line uses the symmetry \(J_{ik}=J_{ki}\), \(K_{ik}=K_{ki}\). With (3), the last expression equals \(\varepsilon_k\), and so
\[
E_{\rm frozen}(N-1)-E_{\rm HF}(N)=-\varepsilon_k .\tag{5}
\]
This is Koopmans' theorem. The orbital energy contains the full repulsion between electron \(k\) and each of the others, which is what disappears when that electron leaves. For the same reason the sum of all orbital energies is not the total energy: it counts each pair twice.

Equation (4) used no eigenvalue equation. It holds for any orthonormal set that spans the occupied space. Suppose the removed electron occupies a normalized mixture \(\chi=\sum_i c_i\varphi_i\) of canonical orbitals. We can take \(\chi\) as one member of a new occupied set, and (4) gives the cost
\[
-\langle\chi|\hat F|\chi\rangle=-\sum_i|c_i|^2\varepsilon_i .\tag{6}
\]
This weighted average is smallest when all the weight lies on the highest occupied level. Among all ways to make a hole in a frozen determinant, removal from the highest canonical orbital therefore gives the lowest ion energy.

The numerical check checks these statements on a model of three electrons in six spin orbitals with arbitrary matrix elements, by building the Hamiltonian in the many-electron space. The Fock eigenvalues are \(-0.4925\), \(1.3588\) and \(2.5428\) in model units, and the frozen removal costs are the same numbers with opposite signs. Two of the costs are negative: this model would lower its energy by losing an electron. The theorem does not require the electrons to be bound. Removal from one mixed orbital costs \(-2.3796\), which is above the lowest cost, \(-2.5428\), as (6) demands.

The cancellation \(J_{kk}=K_{kk}\) has a further consequence. Give orbital \(k\) an occupation \(f\) between 0 and 1, leave the other occupations at 1, and weight each orbital in (1) by its occupation. With frozen orbitals,
\[
\begin{aligned}
E(f)&=E(0)+f\Big[h_{kk}+\sum_{j\ne k}(J_{kj}-K_{kj})\Big]
+\frac{f^2}{2}(J_{kk}-K_{kk})\\
&=E(0)+f\varepsilon_k .
\end{aligned}\tag{7}
\]
The energy is a straight line, and its slope is the same as the full energy difference. If exchange is omitted, the quadratic term \(\frac12f^2J_{kk}\) remains, and the curve has curvature \(J_{kk}\). In the model both this curvature and \(J_{kk}\) are \(0.0943\), while the curvature with exchange vanishes to rounding error.

In the theory without exchange, the slope at \(f=1\) exceeds the energy difference \(E(1)-E(0)\) by \(\frac12J_{kk}\). An orbital energy read off there is too high, and the predicted frozen ionization energy is too low. Adding \(\frac12f(1-f)J_{kk}\) removes the quadratic term and leaves both end points unchanged.

Linearity with frozen orbitals is not linearity after relaxation. For each fixed set of orbitals the Hartree-Fock energy is a straight line in \(f\). If the orbitals are optimized at every \(f\), the energy is the lower envelope of all these lines, which can bend downward but not upward. The frozen line of the neutral atom touches the envelope at \(f=1\) and lies on or above it at \(f=0\). The gap at \(f=0\) is the relaxation energy.

To connect (5) with the true ionization energy, define for the ground states
\[
R=E_{\rm frozen}(N-1)-E_{\rm HF}(N-1),\qquad
C_M=E_{\rm HF}(M)-E_{\rm exact}(M).
\]
Here \(C_M\) is the correlation energy of the \(M\)-electron system, counted as positive. Both quantities are nonnegative by the variational principle. The frozen determinant is one of the trial states over which the ion's Hartree-Fock energy is minimized, and a determinant is one of the trial states for the exact ground state. The first argument concerns the ground state of the ion. It does not cover a hole in an inner shell, for which the ion is in an excited state.

Substituting the definitions into the exact ionization energy gives
\[
\begin{aligned}
I&=E_{\rm exact}(N-1)-E_{\rm exact}(N)\\
&=[E_{\rm frozen}(N-1)-R-C_{N-1}]-[E_{\rm HF}(N)-C_N]\\
&=-\varepsilon_k-R+C_N-C_{N-1}.
\end{aligned}\tag{8}
\]
Relaxation lowers the ion and so reduces \(I\). Correlation in the neutral system lowers the starting point and increases \(I\). The two effects oppose each other if \(C_N>C_{N-1}\). Nothing above proves this inequality in general, and where it fails the errors add.

In helium there is no doubt about the sign. The ion has one electron, for which Hartree-Fock is exact, so \(C_{N-1}=0\). We write \(C\) for \(C_N\). The two electrons of the atom have opposite spins and share one real spatial orbital \(\phi\). Exchange between opposite spins vanishes on summation over spin, and each electron's self-repulsion cancels. With \(h=\langle\phi|\hat h|\phi\rangle\) and \(J\) the repulsion between two charge clouds \(\phi^2\), we have
\[
E_{\rm HF}=2h+J,\qquad \varepsilon=h+J,\qquad E_{\rm frozen}({\rm He}^+)=h .\tag{9}
\]
The computed values are \(h=-1.94372\) and \(J=1.02577\) hartree, which give \(E_{\rm HF}=-2.86168\) and \(\varepsilon=-0.91796\) hartree; sums of the rounded entries may differ by one in the last place. Koopmans' theorem can be read off directly: \(h-(2h+J)=-(h+J)\).

The relaxation energy can be written in a form that shows its origin. Consider the nonnegative integral
\[
\frac12\int|\nabla\phi+Z\hat{\mathbf r}\phi|^2d^3r
=\frac12\int|\nabla\phi|^2d^3r+Z\int\phi\,\frac{\partial\phi}{\partial r}\,d^3r+\frac{Z^2}{2}.
\]
The first term on the right is the kinetic energy. In the second, \(\phi\,\partial\phi/\partial r=\frac12\partial(\phi^2)/\partial r\). Integrating by parts with the volume factor \(r^2\) gives
\[
\frac Z2\int d\Omega\int_0^\infty r^2\frac{\partial\phi^2}{\partial r}dr
=-Z\int d\Omega\int_0^\infty r\,\phi^2dr=-Z\left\langle\frac1r\right\rangle ,
\]
which is the nuclear attraction. The whole expression is therefore \(h+Z^2/2\). It follows that \(h\ge-Z^2/2\). Equality requires \(\nabla\phi=-Z\hat{\mathbf r}\phi\), that is, \(\phi\propto e^{-Zr}\), so the relaxed ion has energy \(-Z^2/2=-2\) hartree, and
\[
R=h+\frac{Z^2}{2}=\frac12\int|\nabla\phi+Z\hat{\mathbf r}\phi|^2d^3r .\tag{10}
\]
The relaxation energy measures how far the atomic orbital departs from the decay that suits the bare nucleus. Numerically,
\[
R=-1.94372+2.00000=0.05628\ \text{hartree}.
\]
The mean radius is \(0.927\) bohr for the atomic orbital and \(0.750\) bohr for the relaxed ion. The frozen orbital is too diffuse, and this is the main reason why the frozen ion lies too high in energy: the best uniform contraction of the orbital removes about four fifths of \(R\), and the remaining \(0.010\) hartree comes from its shape.

For correlation we need a better state of the neutral atom. The program uses a variational wave function that depends on \(r_1+r_2\), \(r_1-r_2\) and the distance \(r_{12}\) between the electrons. Its energy is \(-2.90364\) hartree with 13 terms and \(-2.90371\) with 22 terms. A full configuration interaction calculation in the cc-pVQZ basis gives \(-2.90241\), higher because that orbital basis is finite. All three are upper bounds to the exact energy. We use the lowest. The small change from 13 to 22 terms indicates that four decimals are reasonable; the fifth is not converged, since larger expansions lower the energy by about \(0.00001\) hartree, to \(-2.90372\). Then
\[
C=-2.86168+2.90371=0.0420\ \text{hartree}.
\]
The mean repulsion between the electrons falls from \(1.0258\) hartree in Hartree-Fock to \(0.9458\) in the correlated state, a gain of \(0.0800\). The total energy falls by only \(0.0420\), so the kinetic energy and nuclear attraction together must have risen by about \(0.038\). Keeping the electrons apart costs almost half of what it saves.

The error of the Koopmans value is, from (8),
\[
-\varepsilon-I=R-C\approx0.0563-0.0420\approx0.014\ \text{hartree}.\tag{11}
\]
Correlation cancels about 75 percent of the relaxation error. The ionization energies are

- Koopmans: \(0.9180\) hartree, or \(24.98\) eV
- separately optimized Hartree-Fock energies: \(0.8617\) hartree, or \(23.45\) eV
- correlated: \(0.9037\) hartree, or \(24.59\) eV.

Relative to the correlated value, the Koopmans result is \(1.6\) percent too high. The difference of separate Hartree-Fock energies is \(4.7\) percent too low, although it treats the ion without error. It removes \(R\) and thereby exposes the whole of \(C\), since its value is \(-\varepsilon-R=I-C\). The frozen estimate is the closer one when \(|R-C|<C\), that is, when \(0<R<2C\). Helium satisfies this condition. For other atoms (8) shows that \(C\) must be replaced by \(C_N-C_{N-1}\), and nothing above guarantees that the condition then holds.

A single exponential makes the size of \(R\) accessible by hand. Take \(\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\). Since \(\nabla\phi=-\zeta\hat{\mathbf r}\phi\), equation (10) gives at once
\[
R=\frac{(Z-\zeta)^2}{2},\qquad h=\frac{\zeta^2}{2}-Z\zeta .
\]
For \(J\) we need the potential of the charge cloud \(\phi^2\). The charge inside radius \(r\), divided by \(r\), and the contribution of the shells outside add up to
\[
\begin{aligned}
V(r)&=\frac{1-(1+2\zeta r+2\zeta^2r^2)e^{-2\zeta r}}r+(2\zeta^2r+\zeta)e^{-2\zeta r}\\
&=\frac1r-\left(\zeta+\frac1r\right)e^{-2\zeta r}.
\end{aligned}
\]
Averaging this over the second cloud gives
\[
\begin{aligned}
J&=4\zeta^3\int_0^\infty r^2e^{-2\zeta r}V(r)\,dr\\
&=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{32\zeta^2}-\frac1{16\zeta^2}\right]=\frac58\zeta .
\end{aligned}
\]
The atomic energy \(2h+J=\zeta^2-2Z\zeta+\frac58\zeta\) is lowest at \(\zeta=Z-\frac5{16}\), which is \(1.6875\) for helium. Each electron screens part of the nuclear charge from the other, and
\[
R=\frac12\left(\frac5{16}\right)^2=\frac{25}{512}=0.0488\ \text{hartree}.\tag{12}
\]
This is 13 percent below the full Hartree-Fock value of \(R\).

The same estimate gives \(-(h+J)=0.8965\) hartree for the frozen ionization energy, which lies below the correlated value instead of above it. Here \(h+J\) is an expectation value of the Fock operator and not an eigenvalue, because one exponential does not solve (3); the removal identity (4) still applies. The atomic energy, \(-2.8477\) hartree, now lies \(0.056\) above the correlated one, since it lacks orbital flexibility as well as correlation. This deficit exceeds \(R=0.0488\), and the sign of the net error is reversed. The result is closer to the correlated value than the full Koopmans result, but only because the restriction to one exponential adds an error of its own: it lowers \(R\) by \(0.007\) and raises the atomic energy by \(0.014\) hartree relative to full Hartree-Fock.

For helium, a scaling argument shows that neither \(R\) nor \(C\) has a part linear in the strength of the repulsion, although it does not determine their relative size. Multiply the electron repulsion by a small number \(\lambda\). The orbital then differs from \(e^{-Zr}\) by an amount of order \(\lambda\), and (10), being the integral of a square, makes \(R\) of order \(\lambda^2\). For \(C\), let \(E_0+\lambda J_0\) be the energy of the unperturbed product state. This state is an allowed Hartree-Fock trial state, so
\[
E_{\rm exact}\le E_{\rm HF}\le E_0+\lambda J_0 .
\]
Because the unperturbed state is nondegenerate, first-order perturbation theory gives \(E_{\rm exact}=E_0+\lambda J_0+O(\lambda^2)\). The Hartree-Fock energy is enclosed between two quantities that differ in second order, and \(C\) is therefore also at most of order \(\lambda^2\). In helium neither error has a first-order part. The conclusion for \(C\) needs the nondegenerate starting state: in beryllium the configurations \(1s^22s^2\) and \(1s^22p^2\) are degenerate at \(\lambda=0\), they mix in first order, and \(C\) does have a part linear in \(\lambda\). This argument does not fix their ratio, which for helium comes from the calculation: \(C/R\approx0.75\).

## Calculated quantities

```
MODEL: 3 electrons, 6 spin orbitals (model energy units)
orbital 1: eigenvalue -0.492518, frozen removal cost 0.492518
orbital 2: eigenvalue 1.358847, frozen removal cost -1.358847
orbital 3: eigenvalue 2.542761, frozen removal cost -2.542761
removal cost from a mixed orbital: -2.379634
curvature in occupation, with exchange: 5.3e-15
curvature in occupation, no exchange: 0.094329
self-repulsion J of that orbital: 0.094329
HELIUM, Hartree-Fock
nuclear charge Z: 2
one-electron energy h: -1.94372 hartree
electron repulsion J: 1.02577 hartree
total energy: -2.86168 hartree
orbital energy: -0.91796 hartree
frozen ion energy: -1.94372 hartree
relaxed ion energy: -2.00000 hartree
mean radius, atom orbital: 0.9273 bohr
mean radius, relaxed ion orbital: 0.7500 bohr
Gaussian check, total energy: -2.86168 hartree
Gaussian check, orbital energy: -0.91796 hartree
HELIUM, correlated
energy with 13 terms: -2.90364 hartree
energy with 22 terms: -2.90371 hartree
full CI, cc-pVQZ basis: -2.90241 hartree
mean electron repulsion: 0.9458 hartree
ERROR BALANCE
relaxation energy R: 0.05628 hartree
correlation energy C: 0.04203 hartree
R - C: 0.01424 hartree
C / R: 0.747 (no unit)
ionization energy, Koopmans: 0.91796 hartree = 24.979 eV
ionization energy, separate Hartree-Fock energies: 0.86168 hartree = 23.448 eV
ionization energy, correlated: 0.90371 hartree = 24.591 eV
Koopmans error: +1.58 percent
separate-energies error: -4.65 percent
ONE-EXPONENTIAL ESTIMATE
best exponent: 1.6875 per bohr
total energy: -2.84766 hartree
Koopmans ionization energy: 0.89648 hartree
relaxation energy: 0.04883 hartree
```
